# Debye-Waller factors, multiphonon scattering and the linear resistivity of metals: verification in Python

```python
"""
Result under test: for independent harmonic atoms (Einstein model) the inelastic
weight that enters the resistivity of a metal is
  F = exp(-2W) [ sum_p I_p(z) (p x/2)/sinh(p x/2) - 1 ]  ->  1 - exp(-2W) at high T,
so multiphonon scattering returns HALF of the leading Debye-Waller loss.
Symbols: x = hbar*Omega/(k T), a = hbar q^2/(2 M Omega), z = a/sinh(x/2),
2W = a coth(x/2) = q^2 <u^2>, q = momentum transfer / hbar, I_p = Bessel function.
Resistivity: rho = m^2/(4 pi Z e^2 hbar^3 kF^3) * int_0^{2kF} q^3 |v(q)|^2 F dq.
Material parameters are rough values in the regime of magnesium.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import expit, iv

hbar, kB, me, qe, eps0 = sc.hbar, sc.k, sc.m_e, sc.e, sc.epsilon_0


# ---------- derived formulas for the scattering weight ----------
def debye_waller_exponent(a, x):
    return a / np.tanh(x / 2)


def weight_linear(a, x):
    return 2 * a / x


def weight_bare(a, x):
    return a * x / (2 * np.sinh(x / 2) ** 2)


def weight_one(a, x):
    return weight_bare(a, x) * np.exp(-debye_waller_exponent(a, x))


def weight_two(a, x):
    z = a / np.sinh(x / 2)
    return np.exp(-debye_waller_exponent(a, x)) * z**2 / 4 * (1 + x / np.sinh(x))


def weight_full(a, x):
    z = a / np.sinh(x / 2)
    total = iv(0, z) - 1
    for p in range(1, 41):
        total = total + 2 * iv(p, z) * (p * x / 2) / np.sinh(p * x / 2)
    return np.exp(-debye_waller_exponent(a, x)) * total


def returned_fraction(x):
    return (1 + x / np.sinh(x)) * np.tanh(x / 2) / (2 * x)


# ---------- the same weight from oscillator levels and matrix elements ----------
SIZE = 260
ladder = np.diag(np.sqrt(np.arange(1, SIZE)), 1)
position_values, position_vectors = np.linalg.eigh(ladder + ladder.T)


def weight_from_levels(a, x):
    phase = np.exp(1j * np.sqrt(a) * position_values)
    matrix = (position_vectors * phase) @ position_vectors.T
    level = np.arange(SIZE)
    population = np.exp(-x * level) * (1 - np.exp(-x))
    population[160:] = 0.0
    gain = x * (level[:, None] - level[None, :])
    safe = np.where(gain == 0, 1.0, gain)
    pauli = np.where(gain == 0, 1.0, safe / np.expm1(safe))
    everything = np.sum(np.abs(matrix) ** 2 * pauli * population[None, :])
    bragg = abs(np.sum(population * np.diag(matrix))) ** 2
    return everything - bragg, bragg


for a_test, x_test in [(0.05, 0.5), (0.3, 0.5), (0.4, 1.5)]:
    direct, bragg = weight_from_levels(a_test, x_test)
    assert abs(direct / weight_full(a_test, x_test) - 1) < 1e-8
    assert abs(bragg - np.exp(-debye_waller_exponent(a_test, x_test))) < 1e-9

# second-order coefficient in a, extracted from the level sum
x_test = 0.5
a_points = 0.01 * np.arange(1, 6)
ratios = np.array([weight_from_levels(a, x_test)[0] / a for a in a_points])
series = np.linalg.solve(np.vander(a_points, increasing=True), ratios)
first_order = weight_bare(1.0, x_test)
dw_loss = first_order / np.tanh(x_test / 2)
fraction_levels = 1 + series[1] / dw_loss
assert abs(series[0] / first_order - 1) < 1e-5
assert abs(fraction_levels - returned_fraction(x_test)) < 1e-3

# high-temperature limit and its first quantum correction
x_small = 0.05
a_small = 0.5 * np.tanh(x_small / 2)
deficit = 1 - np.exp(-0.5) - weight_full(a_small, x_small)
assert abs(deficit / (0.5 * x_small**2 / 6) - 1) < 0.01

# Pauli factor for an electron that loses energy w (units of kT)
w = 0.7
pauli_integral = quad(lambda e: expit(-e) * expit(e - w), -40, 40, points=[0, w])[0]
assert abs(pauli_integral - w / np.expm1(w)) < 1e-8

# sum rule: random independent displacements on a ring, q away from Bragg peaks
rng = np.random.default_rng(7)
sites, samples, exponent = 16, 200000, 0.5
q_ring = 2 * np.pi * (1 + 5 / sites)
shift = rng.normal(0, np.sqrt(exponent) / q_ring, (samples, sites))
amplitude = np.exp(1j * q_ring * (np.arange(sites) + shift)).sum(axis=1)
sampled_weight = np.mean(np.abs(amplitude) ** 2) / sites
# statistical error is about 0.2 percent
assert abs(sampled_weight / (1 - np.exp(-exponent)) - 1) < 0.012

# ---------- metal model, rough magnesium-like parameters ----------
valence = 2
ion_density = 43e27
ion_mass = 24.3 * sc.atomic_mass
theta_E = 200.0
core_radius = 0.074e-9
volume_expansion = 8e-5
grueneisen = 1.5
nodes, node_weights = np.polynomial.legendre.leggauss(100)


def fermi_wavevector(density):
    return (3 * np.pi**2 * valence * density) ** (1 / 3)


def ion_potential(q, kF):
    screening = me * qe**2 * kF / (np.pi**2 * eps0 * hbar**2)
    return -valence * qe**2 / eps0 * np.cos(q * core_radius) / (q**2 + screening)


def recoil_ratio(q, theta):
    return hbar**2 * q**2 / (2 * ion_mass * kB * theta)


def resistivity(T, weight, theta=theta_E, density=ion_density):
    kF = fermi_wavevector(density)
    q = kF * (nodes + 1)
    integrand = q**3 * ion_potential(q, kF) ** 2 * weight(recoil_ratio(q, theta), theta / T)
    integral = kF * np.sum(node_weights * integrand)
    return me**2 / (4 * np.pi * valence * qe**2 * hbar**3 * kF**3) * integral


kF = fermi_wavevector(ion_density)
fermi_energy = (hbar * kF) ** 2 / (2 * me)
electron_density = valence * ion_density
T_hot = 900.0
x_hot = theta_E / T_hot


# independent golden-rule integral over the scattering angle
def angular_integrand(c):
    q = kF * np.sqrt(2 * (1 - c))
    return 0.5 * (1 - c) * ion_potential(q, kF) ** 2 * weight_full(recoil_ratio(q, theta_E), x_hot)


scale = ion_potential(2 * kF, kF) ** 2
angle_average = scale * quad(lambda c: angular_integrand(c) / scale, -1, 1)[0]
states_per_spin = me * kF / (2 * np.pi**2 * hbar**2)
rate = 2 * np.pi / hbar * ion_density * states_per_spin * angle_average
rho_golden = me * rate / (electron_density * qe**2)
assert abs(rho_golden / resistivity(T_hot, weight_full) - 1) < 1e-6

# ---------- results for the metal ----------
temperatures = [300.0, 600.0, 900.0]
kinds = [weight_linear, weight_bare, weight_one, weight_two, weight_full]
table = np.array([[resistivity(T, kind) for kind in kinds] for T in temperatures]) * 1e8
linear, bare, one, two, full = table[-1]
recovered = (full - one) / (bare - one)
mean_exponent = resistivity(
    T_hot, lambda a, x: weight_linear(a, x) * debye_waller_exponent(a, x)) * 1e8 / linear
assert one < full < bare
assert 0.42 < recovered < 0.5
assert abs(full / linear - (1 - mean_exponent / 2)) < 0.03


def log_slope(kind):
    up, down = resistivity(T_hot * 1.01, kind), resistivity(T_hot / 1.01, kind)
    return np.log(up / down) / (2 * np.log(1.01))


slope_one, slope_full = log_slope(weight_one), log_slope(weight_full)
assert slope_one < slope_full < 1

# ---------- neglected effects ----------
# softening and expansion between 300 K and 900 K
dilation = volume_expansion * (T_hot - 300.0)
theta_soft = theta_E * np.exp(-grueneisen * dilation)
rho_soft = resistivity(T_hot, weight_full, theta_soft) * 1e8
rho_expanded = resistivity(T_hot, weight_full, theta_soft, ion_density * np.exp(-dilation)) * 1e8
assert rho_soft > full

# energy dependence: one-phonon Boltzmann equation solved on an energy grid at 300 K
x_room = theta_E / 300.0
steps = 8
energy = np.arange(-240, 241) * x_room / steps
q_nodes = kF * (nodes + 1)
base = node_weights * q_nodes**3 * ion_potential(q_nodes, kF) ** 2
rate_out = base.sum()
rate_in = np.sum(base * (1 - q_nodes**2 / (2 * kF**2)))
occupation = 1 / np.expm1(x_room)
collision = np.zeros((energy.size, energy.size))
row = np.arange(energy.size)
for sign, strength in [(1, occupation + 1), (-1, occupation)]:
    hop = strength * expit(energy - sign * x_room) / expit(energy)
    column = np.clip(row - sign * steps, 0, energy.size - 1)
    np.add.at(collision, (row, row), hop)
    np.add.at(collision, (row, column), -hop * rate_in / rate_out)
solution = np.linalg.solve(collision, np.ones(energy.size))
thermal = expit(energy) * expit(-energy) * (x_room / steps)
rho_solved = 1 / np.sum(thermal * solution)
rho_sphere = (1 - rate_in / rate_out) * 2 * x_room * occupation * (occupation + 1)
sphere_error = rho_sphere / rho_solved - 1
assert -1e-6 < sphere_error < 0.05

# phonon dispersion: scalar simple-cubic lattice, classical mode weights 1/omega^2
L = 40
cosine = np.cos(2 * np.pi * np.arange(L) / L)
stiffness = 3 - cosine[:, None, None] - cosine[None, :, None] - cosine[None, None, :]
stiffness[0, 0, 0] = 1.0
mode = 1 / stiffness
mode[0, 0, 0] = 0.0
correlation = np.fft.ifftn(mode).real
two_phonon = 0.5 * np.fft.fftn(correlation**2).real
loss = mode * correlation[0, 0, 0]
half = L // 2
corner_sum = 0.5 * np.mean(mode * np.roll(mode, (half, half, half), axis=(0, 1, 2)))
assert abs(two_phonon[half, half, half] / corner_sum - 1) < 1e-9
corner_fraction = corner_sum / loss[half, half, half]
spacing = ion_density ** (-1 / 3)
unit = 2 * np.pi / (L * spacing)
reach = int(2 * kF / unit) + 1
m = np.arange(-reach, reach + 1)
length = unit * np.sqrt(m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
importance = np.where(length < 2 * kF, (length / kF)**5 * ion_potential(length, kF)**2, 0.0)
fold = np.ix_(m % L, m % L, m % L)
lattice_fraction = np.sum(importance * two_phonon[fold]) / np.sum(importance * loss[fold])
assert 0.3 < lattice_fraction < 1.0

mean_free_path = hbar * kF / me / rate
potential_ratio = ion_density * abs(ion_potential(2 * kF, kF)) / fermi_energy

# ---------- printed numbers ----------
print(f"Level-sum test, x = {x_test}: returned fraction = {fraction_levels:.5f}")
print(f"  same from formula = {returned_fraction(x_test):.5f}")
print(f"Sampled inelastic weight at 2W = {exponent}: {sampled_weight:.4f}")
print(f"  1-exp(-2W) = {1 - np.exp(-exponent):.4f}, 2W exp(-2W) = {exponent*np.exp(-exponent):.4f}")
print("Rough magnesium-like inputs:")
print(f"  valence = {valence}, ion density = {ion_density*1e-27:.1f} nm^-3")
print(f"  ion mass = {ion_mass/sc.atomic_mass:.1f} u, Einstein temperature = {theta_E:.0f} K")
print(f"  core radius = {core_radius*1e9:.3f} nm")
print(f"  volume expansion = {volume_expansion:.1e} /K, Grueneisen = {grueneisen}")
print(f"Fermi wave vector = {kF*1e-9:.2f} nm^-1, Fermi energy = {fermi_energy/qe:.2f} eV")
for T, values in zip(temperatures, table):
    x = theta_E / T
    top = debye_waller_exponent(recoil_ratio(2 * kF, theta_E), x)
    u2 = top / (2 * kF) ** 2 * 1e18
    print(f"T = {T:.0f} K: x = {x:.4f}, <u^2> = {u2:.3e} nm^2, 2W at 2kF = {top:.4f}")
    print(f"  rho linear law = {values[0]:.4f} uOhm cm")
    print(f"  rho one-phonon, no Debye-Waller = {values[1]:.4f} uOhm cm")
    print(f"  rho one-phonon with Debye-Waller = {values[2]:.4f} uOhm cm")
    print(f"  rho two-phonon part = {values[3]:.4f} uOhm cm")
    print(f"  rho all phonons = {values[4]:.4f} uOhm cm")
print(f"At 900 K: transport average of 2W = {mean_exponent:.4f}")
print(f"  Debye-Waller loss = {bare-one:.4f} uOhm cm")
print(f"  multiphonon gain = {full-one:.4f} uOhm cm, returned fraction = {recovered:.4f}")
print(f"  all phonons / linear law = {full/linear:.4f}")
print(f"  one-phonon with Debye-Waller / linear law = {one/linear:.4f}")
print(f"  d ln rho/d ln T: one-phonon = {slope_one:.4f}, all = {slope_full:.4f}")
print(f"rho(900 K)/rho(300 K): one-phonon with Debye-Waller = {one/table[0, 2]:.4f}")
print(f"  all phonons = {full/table[0, 4]:.4f}")
print(f"  all phonons, softened = {rho_soft/table[0, 4]:.4f}")
print(f"  all phonons, softened and expanded = {rho_expanded/table[0, 4]:.4f}")
print(f"Softened Einstein temperature at 900 K = {theta_soft:.1f} K")
print(f"Displaced-sphere error at 300 K (one-phonon) = {100*sphere_error:.4f} %")
print(f"Dispersive lattice: returned fraction, transport average = {lattice_fraction:.3f}")
print(f"  returned fraction at zone corner = {corner_fraction:.3f}")
print(f"kT/E_F at 900 K = {kB*T_hot/fermi_energy:.4f}")
print(f"Mean free path at 900 K = {mean_free_path*1e9:.2f} nm, kF*l = {kF*mean_free_path:.0f}")
print(f"Ion density*|v(2kF)|/E_F = {potential_ratio:.4f}")
print("all assertions hold")
```

Printed output:

```
Level-sum test, x = 0.5: returned fraction = 0.47992
  same from formula = 0.47992
Sampled inelastic weight at 2W = 0.5: 0.3916
  1-exp(-2W) = 0.3935, 2W exp(-2W) = 0.3033
Rough magnesium-like inputs:
  valence = 2, ion density = 43.0 nm^-3
  ion mass = 24.3 u, Einstein temperature = 200 K
  core radius = 0.074 nm
  volume expansion = 8.0e-05 /K, Grueneisen = 1.5
Fermi wave vector = 13.66 nm^-1, Fermi energy = 7.10 eV
T = 300 K: x = 0.6667, <u^2> = 1.552e-04 nm^2, 2W at 2kF = 0.1158
  rho linear law = 1.9350 uOhm cm
  rho one-phonon, no Debye-Waller = 1.8649 uOhm cm
  rho one-phonon with Debye-Waller = 1.7442 uOhm cm
  rho two-phonon part = 0.0537 uOhm cm
  rho all phonons = 1.7994 uOhm cm
T = 600 K: x = 0.3333, <u^2> = 3.022e-04 nm^2, 2W at 2kF = 0.2254
  rho linear law = 3.8701 uOhm cm
  rho one-phonon, no Debye-Waller = 3.8344 uOhm cm
  rho one-phonon with Debye-Waller = 3.3706 uOhm cm
  rho two-phonon part = 0.2086 uOhm cm
  rho all phonons = 3.5914 uOhm cm
T = 900 K: x = 0.2222, <u^2> = 4.510e-04 nm^2, 2W at 2kF = 0.3364
  rho linear law = 5.8051 uOhm cm
  rho one-phonon, no Debye-Waller = 5.7813 uOhm cm
  rho one-phonon with Debye-Waller = 4.7794 uOhm cm
  rho two-phonon part = 0.4358 uOhm cm
  rho all phonons = 5.2545 uOhm cm
At 900 K: transport average of 2W = 0.1967
  Debye-Waller loss = 1.0019 uOhm cm
  multiphonon gain = 0.4751 uOhm cm, returned fraction = 0.4743
  all phonons / linear law = 0.9052
  one-phonon with Debye-Waller / linear law = 0.8233
  d ln rho/d ln T: one-phonon = 0.8259, all = 0.9186
rho(900 K)/rho(300 K): one-phonon with Debye-Waller = 2.7402
  all phonons = 2.9202
  all phonons, softened = 3.3275
  all phonons, softened and expanded = 3.1840
Softened Einstein temperature at 900 K = 186.1 K
Displaced-sphere error at 300 K (one-phonon) = 0.0948 %
Dispersive lattice: returned fraction, transport average = 0.562
  returned fraction at zone corner = 1.000
kT/E_F at 900 K = 0.0109
Mean free path at 900 K = 12.41 nm, kF*l = 170
Ion density*|v(2kF)|/E_F = 0.0887
all assertions hold
```
